# Callaway Conductivity from Momentum Conservation, with Its Two Limits

## The Callaway conductivity

Suppose the phonons of a crystal lose momentum at the same rate, $5\times10^{6}\ \mathrm{s^{-1}}$, at every frequency. Now switch on normal processes, collisions among phonons that conserve their total crystal momentum. If their rate is simply added to the resistive rate, the conductivity of the model crystal treated below comes out as 822 W/(m K). The correct value for this model, which has one sound speed and linear dispersion, is 13046 W/(m K), the same as without normal processes. The added rate treats each normal collision as a loss of momentum, though the momentum has only passed to other phonons. Restoring it produces a second term in the conductivity.

### Model and linear response

Consider an isotropic Debye crystal with three branches of common speed $c$. A phonon of wavevector $\mathbf q$ has frequency $\omega=cq$ and velocity $\mathbf v=c\,\mathbf q/q=c^2\mathbf q/\omega$. Let $x=\hbar\omega/kT$, with cutoff $x_D=\theta_D/T$, where $\theta_D$ is the Debye temperature. The equilibrium occupation is $n_0=1/(e^x-1)$. Since $dn_0/dx=-e^x/(e^x-1)^2=-n_0(n_0+1)$ and $\partial x/\partial T=-x/T$,

$$\frac{\partial n_0}{\partial T}=\frac{\hbar\omega}{kT^2}\,n_0(n_0+1). \tag{1}$$

Normal processes have rate $a(\omega)=1/\tau_N>0$. Resistive processes have total rate $r(\omega)=1/\tau_R=\sum_i r_i(\omega)>0$, the sum of the rates of the separate mechanisms. Resistive processes relax the occupation $n$ towards $n_0$. Normal processes relax it towards a drifting Planck distribution,

$$n_u=\frac{1}{\exp[(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/kT]-1}. \tag{2}$$

The reason for this target can be seen in a collision with $\mathbf q_1+\mathbf q_2=\mathbf q_3$ and $\omega_1+\omega_2=\omega_3$. Forward and reverse collisions balance when $n_1n_2(n_3+1)=(n_1+1)(n_2+1)n_3$, that is, when $\ln[(n+1)/n]$ is additive. For $n_u$ this logarithm is $(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/kT$, which is additive because energy and momentum are conserved. Normal collisions therefore leave $n_u$ unchanged for any drift velocity $\mathbf u$ with $|\mathbf u|<c$, the condition for (2) to be positive in every direction. That the approach to $n_u$ is governed by one rate $a(\omega)$ is the model assumption.

In a steady state, to first order in a uniform temperature gradient, the Boltzmann equation is

$$\mathbf v\cdot\nabla T\,\frac{\partial n_0}{\partial T}=a(n_u-n)+r(n_0-n). \tag{3}$$

The drift is also of first order. Expanding (2) in $\hbar\mathbf q\cdot\mathbf u/kT$ gives

$$n_u-n_0=\frac{\hbar\mathbf q\cdot\mathbf u}{kT}\,n_0(n_0+1). \tag{4}$$

By isotropy $\mathbf u$ is parallel to $\nabla T$, so it is fixed by one number $\beta$ with the dimension of time:

$$\mathbf u=-\beta\,\frac{c^2}{T}\,\nabla T. \tag{5}$$

Insert this in (4), use $c^2\mathbf q=\omega\mathbf v$, and then (1):

$$n_u-n_0=-\beta\,\frac{\hbar\omega}{kT^2}\,\mathbf v\cdot\nabla T\;n_0(n_0+1)=-\beta\,\mathbf v\cdot\nabla T\,\frac{\partial n_0}{\partial T}. \tag{6}$$

Write the actual deviation in the same form, with an unknown time $\phi(\omega)$:

$$n-n_0=-\phi\,\mathbf v\cdot\nabla T\,\frac{\partial n_0}{\partial T}. \tag{7}$$

Then $n_u-n=-(\beta-\phi)\,\mathbf v\cdot\nabla T\,\partial n_0/\partial T$. Dividing (3) by the common factor gives $1=-a(\beta-\phi)+r\phi$, or

$$(a+r)\,\phi=1+a\beta. \tag{8}$$

### The momentum condition

Equation (8) leaves $\beta$ undetermined. It is fixed by requiring that normal processes do not change the total crystal momentum:

$$\sum_{\mathbf q,\text{ branches}}\hbar\mathbf q\,a\,(n_u-n)=0. \tag{9}$$

Energy needs no further condition: $n_u-n$ and $n_0-n$ are odd in $\mathbf q$, while $\hbar\omega$ and the rates are even, so both energy sums vanish at this order.

Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\nabla T$. The components of (9) normal to $\nabla T$ vanish on integration over azimuth. In the parallel component, the volume element gives $q^2dq\,d\mu$, the momentum gives $q\mu$, the velocity gives $c\mu$, and (1) gives $\omega\,n_0(n_0+1)$. The frequency dependence is thus $q^4\,n_0(n_0+1)\,dq$, apart from $a(\beta-\phi)$. Define the average (not normalized)

$$\langle f\rangle=\int_0^{x_D}\frac{x^4e^x}{(e^x-1)^2}\,f\,dx. \tag{10}$$

Condition (9) becomes

$$\langle a(\beta-\phi)\rangle=0. \tag{11}$$

Substitute $\phi=(1+a\beta)/(a+r)$:

$$\beta\left\langle a-\frac{a^2}{a+r}\right\rangle=\left\langle\frac{a}{a+r}\right\rangle .$$

The bracket on the left contains $a-a^2/(a+r)=ar/(a+r)$, so

$$\beta=\frac{\langle a/(a+r)\rangle}{\langle ar/(a+r)\rangle}. \tag{12}$$

Since $\beta>0$, the drift (5) points down the temperature gradient. If $r$ tends to zero at all frequencies, $\beta$ grows without bound: nothing then stops the drift.

### Both terms of the conductivity

The heat current density is $\mathbf J=3\int\frac{d^3q}{(2\pi)^3}\hbar\omega\,\mathbf v\,(n-n_0)=-\kappa\nabla T$. With (7) and (1),

$$\kappa=\frac{3\cdot2\pi}{(2\pi)^3}\int_{-1}^{1}\mu^2d\mu\int q^2dq\;c^2\,\frac{(\hbar\omega)^2}{kT^2}\,n_0(n_0+1)\,\phi .$$

The angular integral is $2/3$, so the numerical prefactor is $\frac{3}{4\pi^2}\cdot\frac23=\frac{1}{2\pi^2}$. Also $(\hbar\omega)^2/kT^2=kx^2$ and $q^2dq=(kT/\hbar c)^3x^2dx$. Hence

$$\kappa=P\langle\phi\rangle,\qquad P=\frac{k}{2\pi^2c}\left(\frac{kT}{\hbar}\right)^3. \tag{13}$$

From (8), $\langle\phi\rangle=\langle1/(a+r)\rangle+\beta\langle a/(a+r)\rangle$, and (12) gives

$$\kappa=\kappa_1+\kappa_2=P\left\langle\frac{1}{a+r}\right\rangle+P\,\frac{\langle a/(a+r)\rangle^2}{\langle ar/(a+r)\rangle}. \tag{14}$$

With the combined time $\tau_C=1/(a+r)$, this reads

$$\kappa=P\left[\langle\tau_C\rangle+\frac{\langle\tau_C/\tau_N\rangle^2}{\langle\tau_C/(\tau_N\tau_R)\rangle}\right].$$

Setting $\mathbf u=0$ leaves $\kappa_1$ alone. Normal processes then relax phonons towards a distribution at rest and violate (9). The term $\kappa_2$ is the heat carried because they relax towards a moving one.

### What normal processes can and cannot do

Equation (11) also reads $\beta=\langle a\phi\rangle/\langle a\rangle$. Inserting this in (8) gives a closed equation for $\phi$:

$$L\phi=1,\qquad L=r+N,\qquad N f=af-a\,\frac{\langle af\rangle}{\langle a\rangle}. \tag{15}$$

For two functions $f$ and $g$, $\langle f\,Ng\rangle=\langle afg\rangle-\langle af\rangle\langle ag\rangle/\langle a\rangle$, which is symmetric. With $\bar f=\langle af\rangle/\langle a\rangle$,

$$\langle f\,Nf\rangle=\langle af^2\rangle-\frac{\langle af\rangle^2}{\langle a\rangle}=\langle a(f-\bar f)^2\rangle\ge0, \tag{16}$$

and $N$ gives zero on a constant. A constant $\phi$ is a uniform drift, by (6) and (7), and normal processes do not act on it.

If $r$ does not depend on frequency, $\phi=1/r$ solves (15) for every $a$. The solution is unique because $\langle fLf\rangle>0$ for nonzero $f$. Then $\kappa=P\langle1\rangle/r$, whatever the normal rate. This is the opening example. It depends on $c^2\mathbf q=\omega\mathbf v$ with one $c$ for all modes. With dispersion or unequal branch speeds a constant $\phi$ is no longer a drift, and normal processes lower $\kappa$ even for a constant $r$.

To vary the strength of normal scattering, replace $a$ by $sa$, so that $L=r+sN$. Differentiating $L\phi=1$ gives $L\,\partial_s\phi=-N\phi$. Using first $1=L\phi$ and then the symmetry of $L$,

$$\frac{d\kappa}{ds}=P\langle(L\phi)\,\partial_s\phi\rangle=P\langle\phi\,L\,\partial_s\phi\rangle=-P\langle\phi\,N\phi\rangle\le0. \tag{17}$$

In this model, increasing the normal rate by the same factor at all frequencies never raises the conductivity. At $s=0$, $\phi=1/r$, which gives an upper bound. For a lower bound, apply the Cauchy–Schwarz inequality with the positive operator $L$:

$$\langle1\rangle^2=\langle1\,L\phi\rangle^2\le\langle1\,L1\rangle\langle\phi L\phi\rangle=\langle r\rangle\langle\phi\rangle .$$

Here $L1=r$ because $N1=0$. Together,

$$P\,\frac{\langle1\rangle^2}{\langle r\rangle}\le\kappa\le P\left\langle\frac1r\right\rangle. \tag{18}$$

### Weak normal scattering: additive resistive rates

As $s\to0$, with the averages below finite,

$$\kappa\to P\left\langle\frac1r\right\rangle=P\left\langle\frac{1}{\sum_i r_i}\right\rangle. \tag{19}$$

This is the limit of additive rates. The rates that add, frequency by frequency, are the resistive ones. The first correction follows from (17) with $\phi=1/r$:

$$\kappa=P\left\langle\frac1r\right\rangle-sP\left[\left\langle\frac{a}{r^2}\right\rangle-\frac{\langle a/r\rangle^2}{\langle a\rangle}\right]+\dots \tag{20}$$

The two pieces have separate origins in (14). Expanding the first term gives $\langle1/(sa+r)\rangle=\langle1/r\rangle-s\langle a/r^2\rangle+\dots$. The second term starts as $s^2\langle a/r\rangle^2/(s\langle a\rangle)$, which is also linear in $s$. Thus adding the normal rate to $r$ and dropping $\kappa_2$ gives the right limit but, in general, the wrong approach to it. By (16), the bracket in (20) measures the spread of $1/r$ over frequency. Weak normal processes reduce $\kappa$ by moving momentum between modes with different resistive lifetimes.

### Strong normal scattering: the Ziman average

For large $s$, expand the ingredients of (14) in $1/s$:

$$\frac{1}{sa+r}\simeq\frac{1}{sa},\qquad\frac{sa}{sa+r}\simeq1-\frac{r}{sa},\qquad\frac{sar}{sa+r}\simeq r-\frac{r^2}{sa}.$$

To first order in $1/s$ the second term is

$$\frac{(\langle1\rangle-\langle r/a\rangle/s)^2}{\langle r\rangle-\langle r^2/a\rangle/s}\simeq\frac{\langle1\rangle^2}{\langle r\rangle}+\frac1s\left[-\frac{2\langle1\rangle\langle r/a\rangle}{\langle r\rangle}+\frac{\langle1\rangle^2\langle r^2/a\rangle}{\langle r\rangle^2}\right].$$

Adding $\langle1/a\rangle/s$ from the first term completes a square:

$$\kappa=P\,\frac{\langle1\rangle^2}{\langle r\rangle}+\frac Ps\left\langle\frac1a\left(1-\frac{r\langle1\rangle}{\langle r\rangle}\right)^2\right\rangle+\dots \tag{21}$$

The leading term is the Ziman limit. Normal processes force all modes to share one drift, $\phi\to\langle1\rangle/\langle r\rangle$, and the resistance is set by the mean rate at which that drift loses momentum. In (19) each frequency carries heat independently and long-lived modes dominate. In (21) the strongly scattered modes slow all the others.

The correction requires convergence at low frequency, where the weight in (10) behaves as $x^2$. With a constant boundary rate and $a\propto\omega^2$ the averages converge. With a constant boundary rate and $a\propto\omega^3$ the correction generally diverges logarithmically, and the excess falls as $(\ln s)/s$, slower than $1/s$. With $a\propto\omega^3$ and point defects alone ($r\propto\omega^4$), $\langle1/(sa+r)\rangle$ itself diverges logarithmically for every $s$.

### Which resistances add

Let $W=1/\kappa$. In the Ziman limit

$$W=\frac{\langle r\rangle}{P\langle1\rangle^2}=\sum_i\frac{\langle r_i\rangle}{P\langle1\rangle^2}, \tag{22}$$

so the resistivities of separate mechanisms add. Without normal processes they obey an inequality instead. For any $f$ with $\langle f\rangle=1$,

$$1=\left\langle\sqrt r f\cdot\frac{1}{\sqrt r}\right\rangle^2\le\langle rf^2\rangle\left\langle\frac1r\right\rangle,$$

with equality for $f\propto1/r$. Hence $1/\langle1/r\rangle$ is the minimum of $\langle rf^2\rangle$. For $r=r_1+r_2$, the function that minimizes the sum need not minimize either part, so

$$\frac{1}{\langle1/(r_1+r_2)\rangle}\ge\frac{1}{\langle1/r_1\rangle}+\frac{1}{\langle1/r_2\rangle}. \tag{23}$$

Point defects with $r\propto\omega^4$ are an extreme case. Alone, they give $\langle1/r\rangle\propto\int x^{2-4}dx$ near $x=0$, which diverges: their separate resistivity is zero. A boundary rate removes the divergence, and so do normal processes with $a\propto\omega^2$.

### A model crystal

Take $c=5000$ m/s, $\theta_D=400$ K and $T=20$ K, so $x_D=20$. The resistive rate is $r=c/\ell+A\omega^4$, with $\ell=1$ mm and $A=10^{-45}\ \mathrm{s^3}$. The normal rate is $s\,b\,\omega^2$, with $b=10^{-18}$ s. These are round parameters, not those of a named material. The prefactor is $P=2.5113\times10^9$ W/(m K s).

At $s=1$ the averages are

$$\left\langle\frac1{a+r}\right\rangle=3.0798\times10^{-7}\ \mathrm s,\quad\left\langle\frac a{a+r}\right\rangle=20.747,\quad\left\langle\frac{ar}{a+r}\right\rangle=1.3324\times10^9\ \mathrm{s^{-1}}.$$

Equation (12) gives $\beta=20.747/(1.3324\times10^9\ \mathrm{s^{-1}})=1.557\times10^{-8}$ s. The two terms, in W/(m K), are

$$\kappa_1=2.5113\times10^9\times3.0798\times10^{-7}=773,$$

$$\kappa_2=2.5113\times10^9\times1.557\times10^{-8}\times20.747=811.$$

Their sum is $\kappa=1585$ W/(m K); the first term alone would miss about half of it. For a gradient of 100 K/m, (5) gives $u=-1.557\times10^{-8}\times(5000)^2\times100/20=-1.95$ m/s. Even at the cutoff the expansion parameter $x|u|/c$ is about 0.008, so (4) is justified.

The limits follow from $\langle1\rangle=25.975$, $\langle1/r\rangle=1.6815\times10^{-6}$ s and $\langle r\rangle=2.0289\times10^9\ \mathrm{s^{-1}}$. They are $P\langle1/r\rangle=4223$ and $P\langle1\rangle^2/\langle r\rangle=835$ W/(m K). Between them, in W/(m K):

| $s$ | $\kappa_1$ | $\kappa_2$ | $\kappa$ |
|---|---|---|---|
| 0.001 | 4200.4 | 7.5 | 4208.0 |
| 0.1 | 2801.8 | 430.1 | 3232.0 |
| 1 | 773.4 | 811.3 | 1584.7 |
| 10 | 105.6 | 837.6 | 943.2 |
| 1000 | 1.2 | 835.2 | 836.3 |

The second term at $s=10$ lies slightly above the Ziman value and later falls back. This does not conflict with (17) and (18), which concern the sum.

For small $s$, the true loss in (20) is $14834\,s$ W/(m K). The first term alone would lose $22398\,s$, about 1.5 times as much. For large $s$, (21) predicts an excess of $1230/s$ W/(m K) over the Ziman limit. The computed excess is 0.35% below this at $s=10^4$ and 0.035% below at $s=10^6$. The tenfold drop has a simple cause: the expansion fails where $sa<r$, a low-frequency interval whose width shrinks as $s^{-1/2}$, while the integrand of the correction stays finite there.

At $s=10^4$ the resistivity is $0.07665\times10^{-3}$ m K/W with the boundary alone and $1.12059\times10^{-3}$ m K/W with defects alone. Their sum, $1.19724\times10^{-3}$ m K/W, agrees with the value when both act. The agreement is closer than the distance to the Ziman value, $1/835.13=1.1974\times10^{-3}$ m K/W, and this is special to the example. Inverting (21) to first order gives a $1/s$ correction to $W$ of $-\langle(\langle r\rangle-r\langle1\rangle)^2/a\rangle/(sP\langle1\rangle^4)$. A frequency-independent rate cancels in $\langle r\rangle-r\langle1\rangle$, so the correction is the same for defects alone and for both mechanisms, and zero for the boundary. Two frequency-dependent mechanisms would in general leave a cross term of order $1/s$. Without normal processes the combined resistivity is $0.2368\times10^{-3}$ m K/W, about three times the boundary value, although defects alone would give zero.

The numerical check solves (3) with (9) for the occupations at each frequency and angle together with the drift velocity. Its conductivity and drift agree with (14) and (12) to within a relative tolerance of $10^{-6}$ for seven values of $s$ from $10^{-3}$ to $10^3$. This tests the derivation within the model, not the model itself.

### Where the result fails

Equation (14) rests on a single relaxation rate towards $n_u$; a full collision operator couples the modes in more detail. If the branches have different speeds or rates, the single average (10) must be replaced by separate sums over branches with a common $\mathbf u$; if the speeds differ, momentum and heat current also weight the branches differently. Dispersion has the same effect, because momentum is then not proportional to $\omega\mathbf v$. A boundary enters here as a uniform loss rate, so a drift that varies across the sample is not described. This matters when the normal mean free path is short compared with the sample width and walls dominate the momentum loss. Normal collisions then keep phonons from reaching the walls (Poiseuille flow), the effective boundary rate falls as $s$ grows, and the conductivity of such a sample rises with $s$. Equations (17) and (18) and the opening example assume a fixed $r$ and do not cover this regime. The gradient must also be small enough for (4) to hold for the phonons that carry the heat.

## Computed results

```
sound speed = 5000 m/s, temperature = 20 K
Debye temperature = 400 K, cutoff x_D = 20
boundary length = 1e-03 m, rate = 5.000e+06 1/s
defect coefficient A = 1e-45 s^3, normal b = 1e-18 s
thermal frequency kT/hbar = 2.6184e+12 1/s
defect rate at x=1: 4.7005e+04 1/s
normal rate at x=1 (s=1): 6.8561e+06 1/s
prefactor P = 2.5113e+09 W/(m K s)
<1> = 25.9754
<1/r> = 1.6815e-06 s, <r> = 2.0289e+09 1/s
Full example, s = 1:
<1/(a+r)> = 3.0798e-07 s
<a/(a+r)> = 20.7471
<a r/(a+r)> = 1.3324e+09 1/s
drift time beta = 1.5572e-08 s
gradient = 100 K/m, drift velocity = -1.9465 m/s
first term = 773.44 W/(m K)
second term = 811.31 W/(m K)
sum of terms = 1584.75 W/(m K)
Boltzmann solution = 1584.75 W/(m K)
Boltzmann solution with u=0 = 773.44 W/(m K)
slope d kappa/ds at s=1: -536.46 W/(m K)
slope by differences: -536.49 W/(m K)
resistive limit P<1/r> = 4222.71 W/(m K)
Ziman limit P<1>^2/<r> = 835.13 W/(m K)
s, first term, second term, Boltzmann kappa in W/(m K):
     0.001   4200.447      7.508   4207.955
     0.010   4011.156     70.424   4081.580
     0.100   2801.844    430.132   3231.976
     1.000    773.436    811.313   1584.748
    10.000    105.582    837.582    943.165
   100.000     11.566    835.422    846.988
  1000.000      1.190    835.159    836.348
weak-N loss per s, first term alone = 22397.9 W/(m K)
weak-N loss per s, both terms = 14834.4 W/(m K)
weak-N loss per s, Boltzmann s=1e-4: 14826.8 W/(m K)
strong-N gain times s = 1230.16 W/(m K)
gain ratio to formula, s=1e4: 0.99649
gain ratio to formula, s=1e6: 0.99965
boundary only, s=1: kappa = 13046.27 W/(m K)
boundary only, s=1, u=0: kappa = 822.39 W/(m K)
defects only, s=1: kappa = 2144.87 W/(m K)
resistivity s=1e4, boundary only = 7.66503e-05 m K/W
resistivity s=1e4, defects only = 1.12059e-03 m K/W
resistivity s=1e4, sum of the two = 1.19724e-03 m K/W
resistivity s=1e4, both present = 1.19724e-03 m K/W
resistivity without N, both present = 2.36815e-04 m K/W
```
